# Far dilatation of a small prismatic interstitial loop: verification in Python

```python
"""Far dilatation of a small prismatic interstitial loop, isotropic elasticity.

Result under test, for r much larger than the loop radius R:
    Delta = -k b A (3 cos^2(theta) - 1) / r^3,  k = (1-2 nu)/(4 pi (1-nu))
Delta: trace of elastic strain; b: Burgers vector length, along the normal;
A: loop area; nu: Poisson ratio; theta: angle between field point and normal.
Lengths are in nm and elastic moduli in GPa unless stated otherwise.
"""
import numpy as np
import sympy as sp
from scipy import constants as const

EYE = np.eye(3)


def strength(nu):
    return (1 - 2 * nu) / (4 * np.pi * (1 - nu))


def far_law(point, normal, volume, nu):
    r = np.linalg.norm(point)
    cosine = point @ normal / r
    return -strength(nu) * volume * (3 * cosine**2 - 1) / r**3


def stiffness(c11, c12, c44):
    """Cubic stiffness tensor in the cube axes."""
    tensor = c12 * np.einsum('ij,kl->ijkl', EYE, EYE)
    tensor += c44 * (np.einsum('ik,jl->ijkl', EYE, EYE)
                     + np.einsum('il,jk->ijkl', EYE, EYE))
    for i in range(3):
        tensor[i, i, i, i] += c11 - c12 - 2 * c44
    return tensor


def green_tensor(stiff, point, count=64):
    """Static Green tensor from the Fourier integral on a unit circle."""
    r = np.linalg.norm(point)
    t = point / r
    e1 = np.cross(t, EYE[np.argmin(abs(t))])
    e1 /= np.linalg.norm(e1)
    e2 = np.cross(t, e1)
    psi = np.pi * np.arange(count) / count
    z = np.outer(np.cos(psi), e1) + np.outer(np.sin(psi), e2)
    acoustic = np.einsum('ijkl,pj,pl->pik', stiff, z, z)
    return np.linalg.inv(acoustic).mean(axis=0) / (4 * np.pi * r)


def dilatation_from_green(stiff, point, normal, volume):
    """Second differences of the Green tensor, contracted with the dipole."""
    dipole = volume * np.einsum('jklm,l,m->jk', stiff, normal, normal)
    h = 1e-3 * np.linalg.norm(point)
    total = 0.0
    for i in range(3):
        for k in range(3):
            second = np.zeros((3, 3))
            for s in (1, -1):
                for q in (1, -1):
                    shifted = point + h * (s * EYE[i] + q * EYE[k])
                    second += s * q * green_tensor(stiff, shifted)
            total -= second[i] @ dipole[:, k] / (4 * h**2)
    return total


def point_loop_displacement(x, nu):
    """Displacement per unit b*A, normal along z; x has shape (..., 3)."""
    lam = 2 * nu / (1 - 2 * nu)          # shear modulus set to one
    dipole = lam * EYE + 2 * np.outer(EYE[2], EYE[2])
    r = np.linalg.norm(x, axis=-1)[..., None]
    px = x @ dipole
    xpx = np.sum(x * px, axis=-1)[..., None]
    bracket = ((2 - 4 * nu) * px - np.trace(dipole) * x) / r**3
    bracket += 3 * x * xpx / r**5
    return bracket / (16 * np.pi * (1 - nu))


def disc_displacement(point, radius, nu, n_rho=24, n_phi=32):
    """Displacement per unit b of a circular loop, by disc quadrature."""
    node, weight = np.polynomial.legendre.leggauss(n_rho)
    rho = radius * (node + 1) / 2
    w = weight * radius / 2 * rho * 2 * np.pi / n_phi
    phi = 2 * np.pi * np.arange(n_phi) / n_phi
    source = np.zeros((n_rho, n_phi, 3))
    source[..., 0] = np.outer(rho, np.cos(phi))
    source[..., 1] = np.outer(rho, np.sin(phi))
    field = point_loop_displacement(point - source, nu)
    return np.einsum('a,api->i', w, field)


def disc_dilatation(point, radius, nu):
    h = 3e-4 * np.linalg.norm(point)
    return sum((disc_displacement(point + h * EYE[i], radius, nu)[i]
                - disc_displacement(point - h * EYE[i], radius, nu)[i])
               / (2 * h) for i in range(3))


# Test: the law against the Fourier Green tensor, general directions.
rng = np.random.default_rng(4)
worst_law = 0.0
for nu_test in (0.1, 0.25, 0.4):
    lam_test = 2 * nu_test / (1 - 2 * nu_test)
    iso = stiffness(lam_test + 2, lam_test, 1.0)
    for distance in (1.0, 3.0):
        for _ in range(4):
            n_test, x_test = rng.normal(size=(2, 3))
            n_test /= np.linalg.norm(n_test)
            x_test *= distance / np.linalg.norm(x_test)
            numeric = dilatation_from_green(iso, x_test, n_test, 1.0)
            gap = abs(numeric - far_law(x_test, n_test, 1.0, nu_test))
            worst_law = max(worst_law,
                            gap * distance**3 / (2 * strength(nu_test)))
assert worst_law < 1e-4      # truncation of second differences

# Test: explicit point-loop displacement against the same Green tensor.
nu_t = 0.3
lam_t = 2 * nu_t / (1 - 2 * nu_t)
iso = stiffness(lam_t + 2, lam_t, 1.0)
dip = lam_t * EYE + 2 * np.outer(EYE[2], EYE[2])
x_t = np.array([0.7, -0.4, 0.9])
step = 1e-4
u_num = np.zeros(3)
for k in range(3):
    slope = (green_tensor(iso, x_t + step * EYE[k])
             - green_tensor(iso, x_t - step * EYE[k])) / (2 * step)
    u_num -= slope @ dip[:, k]
assert np.allclose(u_num, point_loop_displacement(x_t, nu_t), atol=1e-6)

# Test: faces of the finite loop move apart by b (extrapolated to the disc).
def face(z):
    return disc_displacement(np.array([0, 0, z]), 1.0, nu_t, 400, 8)[2]


opening = (2 * face(0.02) - face(0.04)) - (2 * face(-0.02) - face(-0.04))
assert abs(opening - 1) < 4e-3      # quadratic remainder of extrapolation

# Test: closed axial field at a distance where the far law fails.
axial = disc_dilatation(np.array([0, 0, 1.0]), 1.0, nu_t)
axial_formula = -(1 - 2 * nu_t) / (2 * (1 - nu_t) * 2**1.5)
assert abs(axial / axial_formula - 1) < 1e-4


# Test: first finite-radius correction, including the node of the far law.
def two_terms(distance, cosine, radius, nu):
    p2 = (3 * cosine**2 - 1) / 2
    p4 = (35 * cosine**4 - 30 * cosine**2 + 3) / 8
    return -strength(nu) * np.pi * radius**2 * (
        2 * p2 / distance**3 - 3 * radius**2 * p4 / distance**5)


for cosine in (1.0, 0.8, 1 / np.sqrt(3), 0.3, 0.0):
    x_t = 12 * np.array([np.sqrt(1 - cosine**2), 0, cosine])
    gap = disc_dilatation(x_t, 1.0, nu_t) - two_terms(12, cosine, 1.0, nu_t)
    assert abs(gap) < 3e-4 * abs(two_terms(12, 1.0, 1.0, nu_t))

# Test: decay exponent of the finite loop at large distance.
near = disc_dilatation(np.array([20.0, 0, 0]), 1.0, nu_t)
far = disc_dilatation(np.array([40.0, 0, 0]), 1.0, nu_t)
exponent = np.log(far / near) / np.log(2)
assert abs(exponent + 3) < 0.01

# Test: displacement flux through a sphere.
mu_node, mu_weight = np.polynomial.legendre.leggauss(12)
sphere = np.stack([np.sqrt(1 - mu_node**2), 0 * mu_node, mu_node], axis=1)
radial = np.sum(point_loop_displacement(sphere, nu_t) * sphere, axis=1)
flux = 2 * np.pi * mu_weight @ radial
assert abs(flux - (1 + nu_t) / (3 * (1 - nu_t))) < 1e-10

# Half-space z > 0 with a free surface: dilatation centre at depth c.
X, Y, Z, c, v = sp.symbols('X Y Z c v', real=True)
coords = (X, Y, Z)
R1 = sp.Matrix([X, Y, Z - c])
R2 = sp.Matrix([X, Y, Z + c])
d1 = sp.sqrt(X**2 + Y**2 + (Z - c)**2)
d2 = sp.sqrt(X**2 + Y**2 + (Z + c)**2)
bulk = R1 / d1**3
image = ((3 - 4 * v) * R2 / d2**3 - 6 * Z * (Z + c) * R2 / d2**5
         - sp.Matrix([0, 0, 2]) * ((3 - 4 * v) * (Z + c) - Z) / d2**3)
whole = bulk + image
grad = whole.jacobian(coords)
div = grad.trace()
balance = [(1 - 2 * v) * sum(sp.diff(whole[i], q, 2) for q in coords)
           + sp.diff(div, coords[i]) for i in range(3)]
traction = [grad[i, 2] + grad[2, i]
            + (2 * v / (1 - 2 * v) * div if i == 2 else 0)
            for i in range(3)]
args = (X, Y, Z, c, v)
balance_f = sp.lambdify(args, balance, 'numpy')
traction_f = sp.lambdify(args, traction, 'numpy')
for a1, a2, a3 in ((0.4, -0.7, 0.5), (1.2, 0.3, 2.1)):
    assert np.max(np.abs(balance_f(a1, a2, a3, 1.3, 0.3))) < 1e-10
    assert np.max(np.abs(traction_f(a1, a2, 0.0, 1.3, 0.3))) < 1e-10
bulk_grad = sp.lambdify(args, bulk.jacobian(coords), 'numpy')
image_grad = sp.lambdify(args, image.jacobian(coords), 'numpy')


def reciprocal_dilatation(gradient, offset, depth, normal, volume, nu):
    """Loop at given depth, field point displaced from it by offset."""
    lam = 2 * nu / (1 - 2 * nu)
    dipole = lam * EYE + 2 * np.outer(normal, normal)
    g = np.array(gradient(-offset[0], -offset[1], depth,
                          depth + offset[2], nu), dtype=float)
    return volume * strength(nu) / 2 * np.sum(dipole * g)


# Worked example: silicon, rough elastic constants and round loop data.
c11, c12, c44 = 166.0, 64.0, 80.0
bulk_modulus = (c11 + 2 * c12) / 3
shear = (c11 - c12 + 3 * c44) / 5
nu = (3 * bulk_modulus - 2 * shear) / (2 * (3 * bulk_modulus + shear))
lattice = const.physical_constants['lattice parameter of silicon'][0] * 1e9
burgers = lattice / np.sqrt(3)
radius, depth, distance, density = 5.0, 100.0, 30.0, 1e10
area = np.pi * radius**2
volume = burgers * area
atom_volume = lattice**3 / 8
normal = np.array([1.0, 1, 1]) / np.sqrt(3)
in_plane = np.array([1.0, 1, -2]) / np.sqrt(6)
in_plane_2 = np.array([1.0, -1, 0]) / np.sqrt(2)
axis_point, plane_point = -distance * normal, distance * in_plane
d_axis = far_law(axis_point, normal, volume, nu)
d_plane = far_law(plane_point, normal, volume, nu)

# Test: reciprocity with the bulk centre returns the law.
for p, value in ((axis_point, d_axis), (plane_point, d_plane)):
    back = reciprocal_dilatation(bulk_grad, p, depth, normal, volume, nu)
    assert abs(back / value - 1) < 1e-10

p_axis = -bulk_modulus * d_axis * 1e3       # MPa
p_plane = -bulk_modulus * d_plane * 1e3
to_mev = 1e6 * 1e-27 / const.e * 1e3        # MPa nm^3 to meV
thermal = const.k * 1073 / const.e * 1e3

fin_axis = burgers * disc_dilatation(distance * EYE[2], radius, nu)
fin_plane = burgers * disc_dilatation(distance * EYE[0], radius, nu)
node_cos = 1 / np.sqrt(3)
node_point = distance * np.array([np.sqrt(1 - node_cos**2), 0, node_cos])
fin_node = burgers * disc_dilatation(node_point, radius, nu)
silicon = stiffness(c11, c12, c44)
an_axis = dilatation_from_green(silicon, axis_point, normal, volume)
an_plane = dilatation_from_green(silicon, plane_point, normal, volume)
an_plane_2 = dilatation_from_green(silicon, distance * in_plane_2,
                                   normal, volume)
im_axis = reciprocal_dilatation(image_grad, axis_point, depth,
                                normal, volume, nu)
im_plane = reciprocal_dilatation(image_grad, plane_point, depth,
                                 normal, volume, nu)
spacing = 1e7 / np.sqrt(density)
neighbour = 2 * strength(nu) * volume / (spacing - distance)**3
nu_shift = strength(nu + 0.01) / strength(nu) - 1

print("TESTS")
print(f"largest error of law / axial value: {worst_law:.1e}")
print(f"opening of finite loop / b: {opening:.4f}")
print(f"decay exponent, r = 20R to 40R: {exponent:.4f}")
print(f"flux / (bA) at nu = {nu_t}: {flux:.4f}")
print("INPUTS")
print(f"C11, C12, C44: {c11:.0f}, {c12:.0f}, {c44:.0f} GPa")
print(f"lattice parameter: {lattice:.4f} nm")
print(f"loop radius R: {radius:.1f} nm")
print(f"loop depth: {depth:.0f} nm")
print(f"field distance r: {distance:.0f} nm")
print(f"loop density: {density:.0e} cm^-2")
print("LOOP AND ISOTROPIC MODULI")
print(f"bulk modulus K: {bulk_modulus:.1f} GPa")
print(f"shear modulus (Voigt): {shear:.1f} GPa")
print(f"Poisson ratio nu: {nu:.4f}")
print(f"prefactor k: {strength(nu):.5f}")
print(f"Burgers vector b: {burgers:.4f} nm")
print(f"loop area A: {area:.2f} nm^2")
print(f"inserted volume bA: {volume:.2f} nm^3")
print(f"atomic volume: {atom_volume:.5f} nm^3")
print(f"inserted atoms: {volume / atom_volume:.0f}")
print("FAR LAW AT r")
print(f"dilatation on normal: {d_axis:.3e}")
print(f"dilatation in plane: {d_plane:.3e}")
print(f"node angle: {np.degrees(np.arccos(node_cos)):.2f} degrees")
print(f"pressure on normal: {p_axis:.2f} MPa")
print(f"pressure in plane: {p_plane:.2f} MPa")
print(f"defect energy on normal: {p_axis * atom_volume * to_mev:.3f} meV")
print(f"defect energy in plane: {p_plane * atom_volume * to_mev:.3f} meV")
print(f"kT at 1073 K: {thermal:.1f} meV")
print("NEGLECTED EFFECTS AT r")
print(f"finite radius, normal: {100 * (fin_axis / d_axis - 1):.2f} %")
print(f"finite radius, plane: {100 * (fin_plane / d_plane - 1):.2f} %")
print(f"finite-loop dilatation at node: {fin_node:.2e}")
print(f"Zener ratio: {2 * c44 / (c11 - c12):.3f}")
print(f"anisotropic dilatation, normal [111]: {an_axis:.3e}")
print(f"anisotropic dilatation, plane [11-2]: {an_plane:.3e}")
print(f"anisotropic dilatation, plane [1-10]: {an_plane_2:.3e}")
print(f"anisotropy, normal [111]: {100 * (an_axis / d_axis - 1):.1f} %")
print(f"anisotropy, plane [11-2]: {100 * (an_plane / d_plane - 1):.1f} %")
print(f"anisotropy, plane [1-10]: {100 * (an_plane_2 / d_plane - 1):.1f} %")
print(f"surface image / law, normal: {100 * im_axis / d_axis:.2f} %")
print(f"surface image / law, plane: {100 * im_plane / d_plane:.2f} %")
print(f"mean loop spacing: {spacing:.0f} nm")
print(f"neighbour bound, normal: {100 * neighbour / abs(d_axis):.1f} %")
print(f"neighbour bound, plane: {100 * neighbour / abs(d_plane):.1f} %")
print(f"change for nu + 0.01: {100 * nu_shift:.2f} %")
print("OK")
```

Output:

```
TESTS
largest error of law / axial value: 2.7e-05
opening of finite loop / b: 1.0000
decay exponent, r = 20R to 40R: -3.0030
flux / (bA) at nu = 0.3: 0.6190
INPUTS
C11, C12, C44: 166, 64, 80 GPa
lattice parameter: 0.5431 nm
loop radius R: 5.0 nm
loop depth: 100 nm
field distance r: 30 nm
loop density: 1e+10 cm^-2
LOOP AND ISOTROPIC MODULI
bulk modulus K: 98.0 GPa
shear modulus (Voigt): 68.4 GPa
Poisson ratio nu: 0.2169
prefactor k: 0.05754
Burgers vector b: 0.3136 nm
loop area A: 78.54 nm^2
inserted volume bA: 24.63 nm^3
atomic volume: 0.02002 nm^3
inserted atoms: 1230
FAR LAW AT r
dilatation on normal: -1.050e-04
dilatation in plane: 5.248e-05
node angle: 54.74 degrees
pressure on normal: 10.29 MPa
pressure in plane: -5.14 MPa
defect energy on normal: 1.286 meV
defect energy in plane: -0.643 meV
kT at 1073 K: 92.5 meV
NEGLECTED EFFECTS AT r
finite radius, normal: -4.03 %
finite radius, plane: 3.22 %
finite-loop dilatation at node: -1.73e-06
Zener ratio: 1.569
anisotropic dilatation, normal [111]: -1.992e-04
anisotropic dilatation, plane [11-2]: 5.605e-05
anisotropic dilatation, plane [1-10]: 4.751e-05
anisotropy, normal [111]: 89.8 %
anisotropy, plane [11-2]: 6.8 %
anisotropy, plane [1-10]: -9.5 %
surface image / law, normal: -0.96 %
surface image / law, plane: 1.11 %
mean loop spacing: 100 nm
neighbour bound, normal: 7.9 %
neighbour bound, plane: 15.7 %
change for nu + 0.01: -2.28 %
OK
```
